Tilted Fermi pockets and the resistivity of films with specular surfaces

**Question**

I am estimating the resistivity of a 10 nm metal film for an interconnect. My starting point was that perfectly specular surfaces cannot matter: a reflection conserves the wavevector parallel to the film, so it takes nothing from the current, and the film should have its bulk resistivity.

Then I tried a Fermi surface made of an ellipsoid whose long axis is tilted away from the film normal. The parallel wavevector is conserved, but the parallel velocity is not. One electron in my model even has its in-plane velocity reversed by a smooth wall. Does the resistivity of the film change, and if so, by how much?

**Answer**

The velocity change is real, but it does not settle the matter. With one ellipsoid the resistivity stays at its bulk value, because a transverse electric field compensates. With several ellipsoids, one field can compensate for all of them only if each needs the same field. Ellipsoids of different tilt generally do not, and then the resistivity rises.

**What a reflection does**

I use atomic units (ħ = electron mass = elementary charge = 1). Let z be the film normal and x the direction of the driving force. Measured from the centre of its pocket, an electron has

E = ½ k·W k,  v = W k,

where W is the symmetric inverse mass tensor. The terms of E that contain k_z are ½W_zz k_z² + B k_z, with B = W_xz k_x + W_yz k_y. A specular wall conserves E, k_x and k_y, so the new value k_z' obeys

(k_z' − k_z)[½W_zz(k_z' + k_z) + B] = 0.

The first factor gives the incoming state. The second gives the reflected one:

k_z' = −k_z − 2B/W_zz.

Since v_z = W_zz k_z + B, the change is k_z' − k_z = −2v_z/W_zz. Multiplying it by W_zz and by W_xz gives the velocity changes, so

v_z' = −v_z,
v_x' = v_x − 2a v_z,  a = W_xz/W_zz.

The combination u = v_x − a v_z survives the reflection:

u' = v_x − 2a v_z + a v_z = u.

This assumes that the electron returns to its own pocket. It must do so if no other pocket offers a state with the same parallel wavevector, that is, if the pockets do not overlap when projected onto the film plane.

**One pocket: no size effect**

Write the distribution as f = f₀ + (−∂f₀/∂E)ψ. For a force F on the carriers and a constant relaxation time τ, the linear Boltzmann equation is

v_z ∂ψ/∂z + ψ/τ = F·v,

and a specular wall requires ψ(k') = ψ(k).

Averages over the Fermi surface are needed, each energy shell being weighted by its density of states. Scaling the ellipsoid to a sphere gives ⟨v_i v_j⟩ = (2E_F/3)W_ij. The carrier density n grows as E^(3/2), so the density of states is g = 3n/(2E_F). In bulk ψ = τF·v, and the current g⟨v_i ψ⟩ gives the conductivity σ_ij = nτW_ij.

No current can leave through the faces of a film. A bulk bar measured with no transverse current obeys the same condition:

J_z = nτ(W_xz F_x + W_zz F_z) = 0, so F_z = −aF_x.

Charge on the faces supplies this force. With F_x = 1 the drive is F·v = v_x − a v_z = u, and ψ = τu solves the Boltzmann equation. It also meets the wall condition at both faces, because u is unchanged by reflection. It carries no transverse current and no charge in the interior. At every thickness, then,

σ = nτ(W_xx − aW_xz) = nτ(W_xx − W_xz²/W_zz),

which is the bulk value without transverse current. The same construction works for a force along y, so the whole in-plane conductivity tensor, and with it the resistivity, is unchanged.

**Several pockets: the thin limit**

Let pocket v have density n_v and slope a_v, and let τ be common to all. In a film much thinner than the mean free path, an electron bounces many times between collisions. The two legs of a bounce last equally long and have opposite v_z, so the work of a finite transverse field cancels over a round trip. The mean drive is

½(v_x + v_x') = v_x − a_v v_z = u_v.

Hence ψ = τu_v. (Electrons with very small v_z do not bounce often, but their share vanishes with thickness.) With s_v = n_v W_zz,v, so that n_v W_xz,v = s_v a_v,

σ_thin = τ[Σ n_v W_xx,v − Σ s_v a_v²].

The bulk value without transverse current is σ_xx − σ_xz²/σ_zz. Here σ_xz = τΣ s_v a_v and σ_zz = τΣ s_v. With the weighted mean ā = Σ s_v a_v/Σ s_v this becomes

σ_bulk = τ[Σ n_v W_xx,v − ā² Σ s_v].

Subtracting, and using Σ s_v a_v² − ā²Σ s_v = Σ s_v(a_v − ā)²,

σ_bulk − σ_thin = τ Σ s_v (a_v − ā)² ≥ 0.

The loss measures the spread of the slopes, not their size. If all slopes are equal, F_z = −ā serves every pocket and there is no loss. This can happen even when the tilts differ: among ellipsoids of revolution, a pocket with its long axis along the film normal and one with its long axis in the film plane both have a = 0.

**Three equivalent pockets at any thickness**

Take three equal pockets with long axes along the cubic axes, and a film with normal [111]. Let w_l = 1/m_l and w_t = 1/m_t be the inverse masses along and across the long axis. For a pocket with unit axis e,

W_ij = w_t δ_ij + (w_l − w_t)e_i e_j,  e_z² = 1/3.

The three axes are orthonormal, so Σ e_i e_j = δ_ij. It follows that W_zz has the same value w = (2w_t + w_l)/3 in every pocket, that the average of W_xx is also w, and that the W_xz, and hence the slopes a, sum to zero. The bulk is isotropic. The average of W_xz² is (w_l − w_t)²/9.

Set F_z = 0 for now, and write v_x = u + a v_z and ψ = τ(u + aη). The part τu takes care of the drive u, which leaves

τv_z ∂η/∂z + η = v_z, with η equal before and after reflection.

For speed s = |v_z|, with faces at z = 0 and z = d, the upward and downward solutions are

η₊ = s[1 − C e^(−z/sτ)],
η₋ = −s[1 − C e^(−(d−z)/sτ)].

Turning the film over exchanges them with a change of sign, so one constant serves both. At z = 0 the wall condition reads 1 − C = −1 + C e^(−δ), with δ = d/(sτ), so C = 2/(1 + e^(−δ)). The condition at z = d is the same equation. Averaged over thickness,

η₊/s → 1 − C(1 − e^(−δ))/δ = 1 − (2/δ)tanh(δ/2),

and η₋/(−s) has the same average.

The function η is the same in all three pockets, and the slopes sum to zero. Transverse currents and charges therefore cancel at every depth, and F_z = 0 is consistent.

For the current along x we need ⟨(u + a v_z)(u + aη)⟩. Because ⟨u v_z⟩ is proportional to W_xz − aW_zz = 0, u depends on directions of the scaled sphere perpendicular to that of v_z. It averages to zero at fixed v_z, and the cross terms vanish. On the sphere v_z = Vμ, with V = √(2E_F W_zz) and μ uniform between −1 and 1. The remaining terms give, per pocket,

σ_v = n_vτ[W_xx − (W_xz²/W_zz)(1 − Φ)],
Φ(κ) = 3∫₀¹ μ²[1 − (2μ/κ)tanh(κ/2μ)]dμ,  κ = d/(Vτ).

Summing over pockets and dividing by the bulk value nτw, where n is the total density,

ρ_film/ρ_bulk = 1/[1 − R(1 − Φ)],
R = (w_l − w_t)²/(2w_t + w_l)² = (1 − r)²/(2 + r)²,  r = m_t/m_l.

For a thick film tanh → 1, and Φ ≈ 1 − (6/κ)∫₀¹ μ³dμ = 1 − 3/(2κ). The relative rise is then about 3RVτ/(2d). For a thin film, 1 − tanh(x)/x ≈ x²/3 with x = κ/2μ gives Φ ≈ κ²/4 to leading order. For r = 1 the pockets are spheres, R = 0, and your original expectation holds.

**Numbers for a 10 nm film**

Take round model values: m_t = 0.5 and m_l = 2.5 electron masses, E_F = 0.7 eV, τ = 30 fs. The three pockets then hold 6.31 × 10²¹ carriers per cm³. In units of the inverse electron mass W_zz = (2·2 + 0.4)/3 = 1.467, so V = 0.601 nm/fs and Vτ = 18.0 nm.

The pocket along [100], with x along [1 −1 0], has W_xx = 1.200, W_xz = −0.653 and a = −0.445. An electron of this pocket with k along the film normal has v_x = −0.268 nm/fs before reflection and +0.268 nm/fs after it. This is the reversal you found.

For the film,

R = 0.8²/2.2² = 0.132,
κ = 10/18.03 = 0.555,
Φ = 0.058 (by numerical integration),
ρ_film/ρ_bulk = 1/(1 − 0.132 × 0.942) = 1.142.

The bulk resistivity 1/(nτw) is 12.8 µΩ cm, and the film has 14.6 µΩ cm. With all else fixed, the rise depends on thickness as follows:

5 nm: 14.9 %
10 nm: 14.2 %
20 nm: 12.2 %
50 nm: 7.2 %
100 nm: 3.7 %
200 nm: 1.8 %

The thin limit is 15.2 %. Half of the full conductivity loss is reached at about 51 nm.

The [100] pocket alone shows what happens if the transverse field is forgotten. Here W_xz²/W_zz = 0.291, so the film would have σ/(nτ) = 0.909 + 0.291 × 0.058 = 0.926, against W_xx = 1.200 in bulk. That looks like a 23 % loss of conductivity. With the field included, both values are 0.909 and the loss is zero.

**When collisions seldom change the pocket**

So far every collision has spread electrons over all pockets. Suppose that a fraction p does so, while the rest randomize the direction of motion within the pocket. With η̄ the average of η over the pocket,

τv_z ∂η/∂z + η − (1 − p)η̄ = v_z.

Let j = ⟨v_z η⟩. Averaging the equation gives τ dj/dz + pη̄ = 0. Multiplying by v_z first gives τ d⟨v_z²η⟩/dz + j = V²/3. For small p, η varies slowly and is nearly isotropic apart from its current, so ⟨v_z²η⟩ ≈ (V²/3)η̄. Eliminating η̄,

j − L² d²j/dz² = V²/3,  L = Vτ/√(3p).

At the walls j = 0, because η is equal for opposite v_z. The solution is j = (V²/3)[1 − cosh((z − d/2)/L)/cosh(d/2L)]. Since Φ is 3/V² times the thickness average of j,

Φ ≈ 1 − tanh(d/2L)/(d/2L).

The thin limit is unchanged, but the effect now extends to a thickness set by L, which exceeds Vτ when p < 1/3 (for p = 0.1, L = 33 nm against Vτ = 18 nm). For p = 0.1 I solved the full equation on a grid of depths and directions. The rise is 15.1 % at 10 nm and 12.7 % at 50 nm, where it was 7.2 % before.

**Does quantization of the film undo this?**

For k_y = 0 and hard walls, completing the square in the Hamiltonian gives

½W_zz(p_z + a k_x)² + ½(W_xx − W_xz²/W_zz)k_x².

A phase factor e^(−i a k_x z) removes the shift of p_z and leaves the wavefunction zero at the walls. The levels are

E_n = ½W_zz(nπ/d)² + ½(W_xx − W_xz²/W_zz)k_x².

Each subband has the inverse mass of the thin limit, so quantization does not undo the effect. At 10 nm each pocket has 11 occupied subbands, and the spacing of the levels near the Fermi energy, about πħV/d = 0.124 eV, exceeds the broadening ħ/τ = 0.022 eV. The lowest spacing, E₂ − E₁ = 0.017 eV, does not. Treating the subbands as independent, with the same density and τ, gives the thin-limit rise of 15.2 %. That is slightly too much, because it leaves out the current that arises when the field mixes subbands. Including this mixing in linear response, with the same τ, brings the rise back to 14.2 %. At fixed density the Fermi energy moves from 0.70 to 0.73 eV, which does not enter the estimate with independent subbands.

**How this compares with a real interconnect**

The model is not the band structure of a particular metal, and its carrier density is low for a metal. The relaxation time is also a free choice. Since thickness enters through d/(Vτ), halving τ at 10 nm gives the relative rise listed for 20 nm, 12.2 %.

The assumption most in doubt is perfect specularity. I followed electrons back along their bouncing paths and kept a fraction of ψ at each reflection. Keeping 90 % raises the resistivity of the 10 nm film by 21.6 % over bulk; keeping none raises it by 94 %. Spherical pockets with the same inverse mass w give 6.8 % and 83 %, so most of the 94 % is ordinary diffuse scattering and not the tilt. Losing 10 % at each reflection thus adds about 7 percentage points, half as much as the tilt effect itself. Grain boundaries, which I have not sized, add more.

Two other neglected effects are small here. Thermal smearing at 300 K, with τ and the chemical potential held fixed, leaves the rise at 14.2 %. At 1 MA/cm² the drift velocity is about 10 m/s, against V = 6 × 10⁵ m/s, so linear response is safe as far as the drift is concerned; heating is a separate matter.

**When the pockets overlap in projection**

I placed the pockets at the X points of a face-centred cubic lattice with a 0.40 nm cell. Projected onto the (111) plane, and allowing for reciprocal lattice vectors, their centres are at least 12.8 nm⁻¹ apart. The largest projected half-width is 5.8 nm⁻¹. Twice that is 11.6 nm⁻¹, so they do not overlap.

If pockets do overlap, an electron may be reflected into another one, and energy and parallel wavevector no longer fix the outcome. Suppose, for instance, that the film plane is a mirror plane of the crystal. The mirror image of a state then has the same energy, parallel wavevector and parallel velocity. If that image lies in a different pocket, a reflection into it leaves v_x unchanged. How much of the size effect remains then depends on how the wall divides electrons between the two pockets.

All numerical values are calculated from the stated model.
